# Why free flights between parallel plates make ordinary diffusion fail logarithmically

## One flight

A molecule leaves the lower of two parallel plates, a distance $H$ apart, and flies straight to the upper one. How far sideways does it travel? Let $\theta$ be its angle from the plate normal. A diffusely emitting wall obeys the cosine law: the probability of emission into the solid angle $d\Omega$ is $(\cos\theta/\pi)\,d\Omega$. Integration over azimuth gives

$$2\sin\theta\cos\theta\,d\theta=d(\sin^2\theta),$$

so $u=\sin^2\theta$ is uniformly distributed between 0 and 1. The lateral distance is $r=H\tan\theta$, and hence

$$r^2=H^2\frac{u}{1-u},\qquad \int_0^{1-\epsilon}\frac{u}{1-u}\,du=\ln\frac1\epsilon-(1-\epsilon).$$

As $\epsilon\to0$ the mean square distance diverges, but only as a logarithm. The divergence comes from $u\to1$, the flights that graze the plates.

Ordinary diffusion needs a finite mean square step. Below, the consequences are followed for plates of unlimited width, with no collisions between molecules, no loss at the walls, and fresh cosine emission after every hit.

## The displacement along one direction

Since $1-u=H^2/(H^2+r^2)$, this is the probability of flying farther than $r$. Differentiating it and dividing by $2\pi r$ gives the density in the plane, $H^2/[\pi(H^2+r^2)^2]$. To find the density of one component $x$, integrate over the other component $y$. With $a^2=H^2+x^2$ and $y=a\tan\psi$,

$$\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2}=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi=\frac{\pi}{2a^3},$$

and therefore

$$p(x)=\frac{H^2}{2(H^2+x^2)^{3/2}}\;\longrightarrow\;\frac{H^2}{2|x|^3}\quad(|x|\gg H).$$

The inverse cube is the tail, not the whole law. The derivative of $x/\sqrt{H^2+x^2}$ is $H^2/(H^2+x^2)^{3/2}$, so the probability of a displacement beyond $x>0$ is

$$q(x)=\frac12\left[1-\frac{x}{\sqrt{H^2+x^2}}\right].$$

Now cut the second moment at $|x|=L$. Writing $x^2=(H^2+x^2)-H^2$ in the numerator,

$$V(L)=\int_{-L}^{L}x^2p\,dx=H^2\left[\operatorname{arsinh}\frac LH-\frac{L}{\sqrt{H^2+L^2}}\right]\simeq H^2\left[\ln\frac{2L}{H}-1\right].$$

In the tail, $x^2p\,dx$ is proportional to $dx/x$: each decade of length contributes equally. For $L=200H$, $V=4.99H^2$, while $V(10H)=2.00H^2$. The flights with $|x|>10H$ are 0.5% of all flights, yet those between $10H$ and $200H$ supply 60% of the cut moment.

## A slit of finite length

Let the slit have length $L$ and be open at both ends, with gas on the left and vacuum on the right. Let $W$ be the probability that a molecule entering on the left leaves on the right.

First suppose that diffusion holds. With gas density $n_0$ and mean speed $\bar v$, the entering current per unit width is $n_0\bar vH/4$, and Fick's law gives a transmitted current $Dn_0H/L$ in a long slit. Thus $W=4D/(\bar vL)$, and a fixed $D$ makes $WL$ constant.

The mean flight time follows from a count of wall hits. Per unit plate area there are $n_0H$ molecules and, on two walls, $2n_0\bar v/4$ hits per unit time, so $\tau=2H/\bar v$. In $D=\langle x^2\rangle/(2\tau)$, the natural cut is $L$, since no longer flight fits inside. This suggests $D\approx V(L)\bar v/(4H)$ and $W\approx V(L)/(HL)$. The estimate can be replaced by bounds.

Set $H=1$ for this derivation. Let $T(x)$ be the probability that a molecule emitted from the wall at $x$ finally leaves on the right. Either it leaves at once or it lands at some $y$ and starts again:

$$T(x)=q(L-x)+\int_0^Lp(x-y)T(y)\,dy.$$

The possible outcomes of one flight have total probability $q(x)+q(L-x)+\int_0^Lp(x-y)dy=1$. Multiply $T(x)$ by this sum, subtract, and double the result:

$$2q(L-x)[1-T(x)]+2q(x)[0-T(x)]+\int_0^L2p(x-y)[T(y)-T(x)]dy=0.$$

This is Kirchhoff's current law. The left end is at potential 0, the right end at 1, and the wall at $T(x)$. Wall elements are joined by conductances $2p\,dx\,dy$, and each is joined to the ends by $2q(x)dx$ and $2q(L-x)dx$. The factor 2 counts the two walls.

By detailed balance, the flux from the left opening onto $dx$ equals the equilibrium flux from $dx$ out through it, $2q(x)dx$. Molecules that miss the walls provide a direct conductance

$$g=\int_L^\infty2q\,dx=\sqrt{1+L^2}-L.$$

The total current at the left end is $g+\int_0^L2qT\,dx$, which is the definition of $W$. So $W$ is the conductance of the network.

### Upper bound

At unit voltage the power equals the conductance, and the true potential minimizes the power. Any trial potential $f$ therefore gives

$$W\le g+\int_0^L2q(x)f^2dx+\int_0^L2q(L-x)(1-f)^2dx+\iint_0^Lp(x-y)[f(x)-f(y)]^2dx\,dy.$$

In the last term, the conductance $2p$ is multiplied by $\tfrac12$ because the double integral counts each pair twice. Take $f=x/L$. A separation $z$ occurs over a length $L-z$ for each sign, so the last term is

$$\frac2{L^2}\int_0^L(L-z)z^2p\,dz=\frac{LV-K}{L^2},$$

$$K=2\int_0^Lz^3p\,dz=\sqrt{1+L^2}+\frac1{\sqrt{1+L^2}}-2.$$

The two end terms are equal and sum to $(4/L^2)\int_0^Lx^2q\,dx$. Since $q\simeq1/(4x^2)$ at large $x$, the integral approaches $L/4$ to leading order, and the pair gives $1/L$. The direct term gives $1/(2L)$. With $V\simeq\ln2L-1$ and $K\simeq L$, the large-$L$ form of the bound is

$$\frac{\ln2L-2}{L}+\frac1L+\frac1{2L}=\frac{\ln2L-\frac12}{L}.$$

### Lower bound

For any flow that conserves current, with total current $J$ and dissipation $E$ (the sum of flow squared over conductance), $W\ge J^2/E$. Let each pair at separation $z$ carry the flow density $2zp(z)$ to the right. Let the left end send $2\int_x^Lzp\,dz$ to the wall at $x$, and let the right end receive the mirror image. Then the flow into each $x$ from the left is $2\int_0^Lzp\,dz$, and the same amount leaves to the right. The total is

$$J=\int_0^Ldx\,2\int_x^Lzp\,dz=2\int_0^Lz^2p\,dz=V.$$

The pairs dissipate $\tfrac12\iint(2zp)^2/(2p)=\iint z^2p=LV-K$. At one end, the Cauchy–Schwarz inequality gives

$$\left(\int_x^Lzp\,dz\right)^2\le\int_x^Lp\,dz\int_x^Lz^2p\,dz\le q(x)\int_x^Lz^2p\,dz.$$

Its dissipation is therefore

$$\int_0^L\frac{(2\int_x^Lzp\,dz)^2}{2q(x)}dx\le2\int_0^Ldx\int_x^Lz^2p\,dz=2\int_0^Lz^3p\,dz=K.$$

Adding two ends gives $E\le LV+K$, and hence

$$W\ge\frac{V^2}{LV+K}.$$

For large $L$, $WL$ is at least $V^2/(V+1)\simeq V-1$, or $\ln2L-2$ up to terms that vanish. Both bounds have the same leading logarithm. Restoring $H$,

$$W=\frac HL\left[\ln\frac LH+O(1)\right].$$

Lengthening the slit opens a new range of flights, and their contribution does not die away.

Numerical solution of the equation for $T$, with the wall divided into short cells and the result extrapolated in cell size, gives:

| $L/H$ | lower bound | $WL/H$ | upper bound |
|---:|---:|---:|---:|
| 20 | 2.01 | 3.08 | 3.22 |
| 200 | 4.17 | 5.42 | 5.49 |
| 2000 | 6.42 | 7.75 | 7.79 |

Between the last two lengths, $WL/H$ grows by 1.015 per unit of $\ln(L/H)$, close to the limiting slope of one.

## Why a tube behaves differently

A round tube of radius $R$ has the same kind of wall and also permits nearly axial flights. Let $\alpha$ be the angle from the axis and $\omega$ the azimuth about it, measured from the wall normal. The velocity component along the normal is proportional to $\sin\alpha\cos\omega$, so the cosine law has weight $(1/\pi)\sin^2\alpha\cos\omega\,d\alpha\,d\omega$. The chord across the circular section is $2R\cos\omega$, and the axial displacement is $x=2R\cos\omega\cot\alpha$. Then

$$\langle x^2\rangle=\frac{4R^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^3\omega\,d\omega=\frac{4R^2}{\pi}\,\frac\pi2\,\frac43=\frac{8R^2}{3}.$$

Between plates the corresponding chord is $H/\cos\omega$, without an upper limit. The azimuthal integral becomes $\int d\omega/\cos\omega$, which diverges logarithmically. A long flight in a tube must be nearly parallel to one line; between plates it need only be nearly parallel to a plane.

In the tube, hits on the perimeter $2\pi R$ and molecules in the area $\pi R^2$ give $\tau=2R/\bar v$. Thus $D=\langle x^2\rangle/(2\tau)=2R\bar v/3$ and, with $d=2R$, $W\to4d/(3L)$. The same numerical method gives $WL/d=1.19$, 1.31 and 1.33 at $L/d=20$, 200 and 2000. The product settles at $4/3$, where the slit's kept growing.

## Many flights and elapsed time

In an unbounded gap, the sum of $n$ displacements still tends to a Gaussian, but its width is not proportional to $\sqrt n$. The Fourier transform of $p$ is $\phi(k)=kH\,K_1(kH)$, with $K_1$ the modified Bessel function. From $K_1(s)=1/s+(s/2)[\ln(s/2)+\gamma-\tfrac12]+\dots$, where $\gamma$ is Euler's constant,

$$\phi(k)\simeq1-\frac{k^2H^2}{2}\left[\ln\frac2{kH}+\frac12-\gamma\right].$$

Independent flights multiply their transforms. Put $k=s/b$ and choose the width $b$ by $b^2=nH^2B$, with $B=\ln(2b/H)+\tfrac12-\gamma$. Then

$$\phi^n\simeq\exp\left[-\frac{s^2}{2}\left(1-\frac{\ln s}{B}\right)\right]\to e^{-s^2/2}.$$

Because $\ln(b/H)=\tfrac12\ln n+\tfrac12\ln B$, the central width obeys $b^2\simeq\tfrac12nH^2\ln n$ to leading order. The approach to the Gaussian shape is slow, since the correction in the exponent falls only as $1/B$.

Clock time needs separate care, because long flights take long. Let $\sigma=\sqrt{k_BT_g/m}$ be the thermal speed of one velocity component, with $T_g$ the gas temperature. A wall hit erases the memory of $v_x$. The velocity correlation is therefore $\sigma^2$ times the probability of no hit. For a molecule starting anywhere in the gap with equal probability,

$$C(t)=\sigma^2\left\langle\max\left(0,\,1-\frac{|v_z|t}{H}\right)\right\rangle\to\frac{\sigma H}{\sqrt{2\pi}\,t}.$$

The limit is $\sigma^2$ times the density of $v_z$ at zero, $1/(\sqrt{2\pi}\sigma)$, times the area $H/t$ of the triangle. Since $\bar v=\sigma\sqrt{8/\pi}$, it equals $\bar vH/(4t)$.

For the constant beside the logarithm, set $H=\sigma=1$ and $w=|v_z|$, with density $2e^{-w^2/2}/\sqrt{2\pi}$. The time integral of the triangle is $1/(2w)$ if $w>1/t$, and $t-wt^2/2$ otherwise. At large $t$ the slow group gives $(2/\sqrt{2\pi})(1-\tfrac14)$. The fast group gives

$$\frac1{\sqrt{2\pi}}\int_{1/t}^\infty\frac{e^{-w^2/2}}w\,dw\simeq\frac1{\sqrt{2\pi}}\left[\ln t+\frac{\ln2-\gamma}{2}\right].$$

Their sum is $\int_0^tC\,ds$, half the growth rate of $\langle x^2\rangle$. Integrating once more replaces $\ln t$ by $t(\ln t-1)$. With units restored,

$$\langle x^2\rangle\simeq2t\,\frac{\bar vH}{4}\left[\ln\frac{\sigma t}{H}+\frac{1+\ln2-\gamma}{2}\right].$$

The mean square is finite at every finite time, although that of a completed flight is not: a molecule cannot yet have finished a flight longer than the time allows.

With $n\simeq t/\tau=\bar vt/(2H)$, the central width squared is $(\bar vHt/4)\ln n$ to leading order, half of $\langle x^2\rangle$. The core feels flights up to about $\sqrt n\,H$, hence half a logarithm. The mean also includes rare flights up to about $\sigma t$, hence a whole one.

## A cavity in numbers

Take $H=500$ nm, $L=100$ µm, width 1 mm, a temperature of 500 K and a molar mass of 100 g/mol. Then $\sigma=203.9$ m/s, $\bar v=325.4$ m/s and $\tau=2H/\bar v=3.07$ ns. With $L/H=200$, the numerical solution gives $W=5.417/200=0.0271$. The apparent diffusion coefficient at this length is

$$D_L=\frac{W\bar vL}{4}=\frac{0.02709\times325.4\times10^{-4}}4\ \mathrm{m^2/s}=2.20\ \mathrm{cm^2/s}.$$

Inserting the hydraulic diameter $2H$ into the tube formula would instead give $D=2H\bar v/3=1.08$ cm²/s and $W=0.0133$. For this slit the solved value is 2.03 times as large. A fitted constant would repair this length but not another.

In an unbounded gap, 10 µs contains 3254 mean flight times. The root mean square displacement, from numerical integration of $C$, is 85 µm. Numerical inversion of $\phi^n$ at that $n$ gives a central width of 65 µm, defined as the median of $|x|$ divided by its value for a unit Gaussian. The ratio of squares is 1.7, still short of the limiting factor of two.

These values are rough ones for lateral cavities that test film conformality in atomic layer deposition. Real test cavities may be closed at the far end and contain pillars; the open slit isolates transport over saturated walls. The pressure assumed is 0.1 Torr, which is low for a process with carrier gas, where about 1 Torr is a rough typical value. For a gas of like hard-sphere molecules 0.6 nm across, the mean free path is 324 µm at 0.1 Torr and 32 µm at 1 Torr. Weighting each flight by its chance of avoiding a collision lowers the cut second moment by 7% and 38%, respectively. These figures overstate the loss of transmission: a flight ended by a collision still carries the molecule part of the way, and the ends of the slit already discount the longest flights. If every collision randomizes the direction, the linear trial potential puts the loss of $W$ at roughly half these figures. A heavy molecule in a light carrier gas such as nitrogen keeps most of its direction through a collision, so the length that limits its transport is several times the mean free path and the loss is smaller still. Collisions also set where the logarithm stops: once the mean free path is shorter than the slit, though still much longer than the gap, it replaces $L$ as the cut, up to a constant factor.

The walls matter as well. Changing one assumption at a time and solving the slit equation again gives these factors:

- A loss probability of $10^{-4}$ per hit multiplies $W$ by 0.79, because a crossing takes many hits.
- A 10% chance of mirror reflection multiplies $W$ by 1.16. Unfolding the reflections turns a flight through $N$ gaps into one across a gap $NH$.
- A 20 nm film on each wall leaves a 460 nm gap and multiplies the conductance, proportional to $HW$, by 0.86.

Flights with a transverse displacement above the width $Y=1$ mm supply only 0.003% of the cut moment, but shorter ones can also meet a side wall. For a random starting point across the width, a flight with transverse displacement $|y|<Y$ does so with probability $|y|/Y$. Weighting by this probability gives a share of about $2LH^2/(\pi YV)$, or 1.3% of the cut moment. For this cavity, collisions at ordinary process pressure and slight wall loss are much larger corrections.

Numerical values quoted here were computed with a short program.
